# Transverse spin susceptibility of a band ferromagnet in the random-phase approximation: verification in Python

```python
# Transverse RPA susceptibility of a band ferromagnet with contact repulsion g.
# chi = chi0/(1 - g chi0),
# chi0(q,w) = (1/V) sum_k (f_up(k) - f_dn(k+q)) / (eps(k+q) - eps(k) + Delta - w),  w = hbar*omega.
# Gap equation Delta = g m + h (m = n_up - n_dn, h = Zeeman energy) => pole at w = h for q = 0.
# Magnon w = D q^2, weight Z = 1/(g^2 dchi0/dw); Stoner continuum edges; end point q_c.
# Parabolic band eps = a k^2, a = hbar^2/2m; internally k in units of kF and energy in
# units of eF = a kF^2 of the unpolarized gas (so a = 1). ku, kd = Fermi radii, zeta = m/n.
import numpy as np
import scipy.sparse as sp
from scipy import constants as C
from scipy.optimize import brentq, minimize_scalar
from scipy.integrate import quad
from scipy.special import xlogy
pi = np.pi

# ---------- Hubbard ring in full Fock space ----------
L, t, U, hz = 5, 1.0, 3.0, 0.37
low = sp.csr_matrix([[0., 1.], [0., 0.]]); sz = sp.diags([1., -1.]); one = sp.identity(2)
def mode(j):
    op = sp.identity(1)
    for i in range(2*L):
        op = sp.kron(op, sz if i < j else (low if i == j else one), format='csr')
    return op.astype(complex)
c = [[mode(2*i+s) for s in (0, 1)] for i in range(L)]
dag = lambda A: A.conj().T.tocsr()
num = [[dag(c[i][s]) @ c[i][s] for s in (0, 1)] for i in range(L)]
hop = sum(dag(c[i][s]) @ c[(i+1) % L][s] for i in range(L) for s in (0, 1))
H0 = -t*(hop + dag(hop)) - 0.5*hz*sum(num[i][0] - num[i][1] for i in range(L))
H = H0 + U*sum(num[i][0] @ num[i][1] for i in range(L))
ck = [[sum(np.exp(-2j*pi*k*i/L)*c[i][s] for i in range(L))/np.sqrt(L) for s in (0, 1)] for k in range(L)]
occ_up, occ_dn = [0, 1, 4], [0]
psi = np.zeros(4**L, complex); psi[0] = 1
for k in occ_up: psi = dag(ck[k][0]) @ psi
for k in occ_dn: psi = dag(ck[k][1]) @ psi
eps = -2*t*np.cos(2*pi*np.arange(L)/L)
mring = (len(occ_up) - len(occ_dn))/L
z = 0.8 + 0.3j
H0d = H0.toarray(); E0 = (psi.conj() @ H0d @ psi).real; Id = np.eye(4**L)
for iq in range(3):
    O = [dag(ck[(k+iq) % L][1]) @ ck[k][0] for k in range(L)]
    S = sum(O)
    w = np.array([float(k in occ_up) - float((k+iq) % L in occ_dn) for k in range(L)])
    de = np.roll(eps, -iq) - eps
    v1, v2 = S @ psi, dag(S) @ psi
    exact0 = (v1.conj() @ np.linalg.solve(H0d - (E0+z)*Id, v1)
              - v2.conj() @ np.linalg.solve((E0-z)*Id - H0d, v2))/L
    assert abs(exact0 - np.sum(w/(de + hz - z))/L) < 1e-10
    M = np.zeros((L, L), complex)
    for j in range(L):
        K = H @ O[j] - O[j] @ H
        for i in range(L):
            A = dag(O[i])
            M[i, j] = psi.conj() @ (A @ (K @ psi) - K @ (A @ psi))
    Ek = de + U*mring + hz
    assert np.abs(M - (np.diag(w*Ek) - U/L*np.outer(w, w))).max() < 1e-10
    act = w != 0
    Ma, wa = M[np.ix_(act, act)], w[act]
    x0 = np.sum(w/(Ek - z))/L
    assert abs(wa @ np.linalg.solve(Ma - z*np.diag(wa), wa)/L - x0/(1 - U*x0)) < 1e-10
    if iq == 0:
        assert abs(H @ S - S @ H - hz*S).max() < 1e-10
        ring_mode = np.linalg.eigvals(np.diag(1/wa) @ Ma).real.min()
        assert abs(ring_mode - hz) < 1e-10
print(f"ring: L={L}, U={U} t, h={hz} t, lowest q=0 mode = {ring_mode:.8f} t")

# ---------- simple cubic band at finite temperature: general stiffness ----------
kk = 2*pi*np.arange(40)/40
kx, ky, kz = np.meshgrid(kk, kk, kk, indexing='ij')
band = lambda x, y, zz: -2*(np.cos(x) + np.cos(y) + np.cos(zz))
Dl, mu, T = 2.0, -4.0, 0.5
fer = lambda e: 1/(np.exp((e - mu)/T) + 1)
e0 = band(kx, ky, kz); fu, fd = fer(e0 - Dl/2), fer(e0 + Dl/2)
ml = np.mean(fu - fd); Ul = Dl/ml
Dlat = np.mean((fu + fd)*np.cos(kx) - (fu - fd)*4*np.sin(kx)**2/Dl)/ml
def lattice_pole(qv):
    e1 = band(kx+qv[0], ky+qv[1], kz+qv[2]); wt = fu - fer(e1 + Dl/2); en = e1 - e0 + Dl
    return brentq(lambda x: Ul*np.mean(wt/(en - x)) - 1, -0.2, 0.2, xtol=1e-16)
for d in (np.array([1., 0, 0]), np.ones(3)/np.sqrt(3)):
    Dnum = (4*lattice_pole(0.01*d)/1e-4 - lattice_pole(0.02*d)/4e-4)/3
    assert abs(Dnum - Dlat) < 1e-6
print(f"cubic: Delta={Dl} t, mu={mu} t, kT={T} t, m={ml:.5f}/site, U={Ul:.4f} t")
print(f"cubic: D formula = {Dlat:.6f} t a0^2, D from pole = {Dnum:.6f} t a0^2")

# ---------- parabolic band ----------
n_si, g_si, gs_si, B = 2.0e28, 3.0e-47, 4.0e-47, 10.0
a = C.hbar**2/(2*C.m_e); kF = (3*pi**2*n_si)**(1/3); eF = a*kF**2
r = g_si*n_si/eF; g = 3*pi**2*r; n = 1/(3*pi**2)
energy = lambda x, rr: 0.3*((1+x)**(5/3) + (1-x)**(5/3)) + rr/4*(1 - x*x)
def solve_zeta(h):
    return brentq(lambda x: (1+x)**(2/3) - (1-x)**(2/3) - r*x - h, 0.05, 1, xtol=1e-15)
zeta = solve_zeta(0.0)
zmin = minimize_scalar(energy, bounds=(0, 1), args=(r,), method='bounded', options={'xatol': 1e-10}).x
assert abs(zeta - zmin) < 1e-5   # a minimum is located only to ~sqrt(machine eps)/curvature
zg = np.linspace(0, 1, 20001); best = lambda rr: zg[np.argmin(energy(zg, rr))]
assert best(1.32) == 0 and best(1.35) > 0.1 and best(1.57) < 1 and best(1.60) == 1
ku, kd = (1+zeta)**(1/3), (1-zeta)**(1/3)
nu, nd = ku**3/(6*pi**2), kd**3/(6*pi**2); m = nu - nd; Delta = g*m; q0 = ku - kd

def kspace(q, ku, kd, dl, npts):
    x, wx = np.polynomial.legendre.leggauss(npts); en, wt = [], []
    for kf, sgn in ((ku, 1), (kd, -1)):
        k = (kf*(x+1)/2)[:, None]; wk = (wx*kf/2)[:, None]*k**2*wx[None, :]/(4*pi**2)
        other2 = k*k + q*q + sgn*2*k*q*x[None, :]
        en.append(dl + sgn*(other2 - k*k)); wt.append(sgn*wk)
    return np.array(en), np.array(wt)
def pole_quad(q, ku, kd, dl, gg, hi=0.1, npts=60):
    en, wt = kspace(q, ku, kd, dl, npts)
    return brentq(lambda x: gg*np.sum(wt/(en - x)) - 1, -0.1, hi, xtol=1e-16)
kappas = lambda q, x: ((x - Delta - q*q)/(2*q), (x - Delta + q*q)/(2*q))
def chi0_complex(q, x):
    F = lambda k, s: (k*k - s*s)*(np.log(k - s) - np.log(-k - s)) - 2*k*s
    s1, s2 = kappas(q, x); return (F(ku, s1) - F(kd, s2))/(16*pi**2*q)
def re0(q, x):
    F = lambda k, s: (k+s)*xlogy(k-s, abs(k-s)) - (k-s)*xlogy(k+s, abs(k+s)) - 2*k*s
    s1, s2 = kappas(q, x); return (F(ku, s1) - F(kd, s2))/(16*pi**2*q)
def im0(q, x):
    s1, s2 = kappas(q, x); return (max(ku*ku - s1*s1, 0) - max(kd*kd - s2*s2, 0))/(16*pi*q)
def slope0(q, x):
    G = lambda k, s: -2*s*np.log(abs((s-k)/(s+k))) - 4*k
    s1, s2 = kappas(q, x); return (G(ku, s1) - G(kd, s2))/(32*pi**2*q*q)
def integrate(fun, q):
    e = [Delta+q*q-2*q*ku, Delta+q*q+2*q*ku, Delta-q*q-2*q*kd, Delta-q*q+2*q*kd]
    pts = np.array(e + [p + s*d for p in e for s in (1, -1) for d in np.geomspace(1e-9, 1e-2, 8)])
    pts = np.sort(pts[(pts >= min(e)) & (pts <= max(e))])
    return sum(quad(fun, u, v, epsabs=1e-13, epsrel=1e-10, limit=200)[0] for u, v in zip(pts[:-1], pts[1:]))
for q in (0.3, 1.0, 2.2):
    en, wt = kspace(q, ku, kd, Delta, 300)
    for x in (-0.5, 0.2, 1.1, 3.0):
        assert abs(np.sum(wt/(en - x - 0.3j)) - chi0_complex(q, x + 0.3j)) < 1e-9
        assert abs(chi0_complex(q, x + 1e-10j) - re0(q, x) - 1j*im0(q, x)) < 1e-8
        bump = lambda y: np.exp(-((y - x)/0.3)**2)
        assert abs(np.sum(wt*bump(en)) - integrate(lambda y: im0(q, y)*bump(y)/pi, q)) < 1e-9
for x in (-0.1, 0.05, 0.2):
    assert abs(chi0_complex(1.0, x + 1e-11j).imag - x/(16*pi*1.0)) < 1e-9

# continuum edges from a scan of allowed pairs; tolerance set by the angular grid step
cs = np.linspace(-1, 1, 4001)[None, :]
def scan(q, kin, kout, shift):
    k = np.linspace(0, kin, 600)[:, None]; p2 = k*k + q*q + 2*k*q*cs
    e = (shift + p2 - k*k)[p2 >= kout**2]
    return (e.min(), e.max()) if e.size else None
lower = lambda q: max(0.0, (q - ku)**2 - kd**2) if q0 <= q <= ku + kd else (q - ku)**2 - kd**2
upper = lambda q: Delta + q*q + 2*q*ku
for q in (0.2, 0.45, 0.8, 1.5, 2.3):
    lo, hi = scan(q, ku, kd, Delta)
    assert abs(lo - lower(q)) < 4e-3 and abs(hi - upper(q)) < 4e-3
    back = scan(q, kd, ku, -Delta)
    if q < q0: assert back is None
    else:
        assert abs(back[0] - max(0, q*q - 2*q*kd - Delta)) < 4e-3
        assert abs(back[1] - (q*q + 2*q*kd - Delta)) < 4e-3

# stiffness, Goldstone, spurious and Larmor gaps
D = (n - 4*(nu*ku**2 - nd*kd**2)/(5*Delta))/m
stiff = lambda *p: (4*pole_quad(0.01, *p)/1e-4 - pole_quad(0.02, *p)/4e-4)/3
gap = lambda *p: (4*pole_quad(1e-3, *p) - pole_quad(2e-3, *p))/3
Dq = stiff(ku, kd, Delta, g); assert abs(Dq/D - 1) < 1e-5
gap0 = gap(ku, kd, Delta, g); assert abs(gap0) < 1e-10
gap_bad = gap(ku, kd, 1.05*Delta, g); assert abs(gap_bad - 0.05*Delta) < 1e-10
h = abs(C.value('electron g factor'))*C.value('Bohr magneton')*B/eF
zB = solve_zeta(h); kuB, kdB = (1+zB)**(1/3), (1-zB)**(1/3)
gapB = gap(kuB, kdB, kuB**2 - kdB**2, g); assert abs(gapB/h - 1) < 1e-6
rs = gs_si*n_si/eF; ks = 2**(1/3); Ds = 1 - 4*ks**2/(5*rs)
assert best(rs) == 1 and abs(stiff(ks, 0.0, rs, 3*pi**2*rs)/Ds - 1) < 1e-5
for q in (0.5, ks, 2.0):
    assert abs(scan(q, ks, 0.0, rs)[0] - (rs + q*q - 2*q*ks)) < 4e-3
stoner_gap = scan(ks, ks, 0.0, rs)[0]; assert abs(stoner_gap - (rs - ks**2)) < 4e-3

# end point, stability, weights
edge = lambda q: g*re0(q, lower(q)) - 1
edge_end = 0.75*(ku + kd)**2/(ku*ku + ku*kd + kd*kd)
en, wt = kspace(q0, ku, kd, Delta, 600)
assert abs(g*np.sum(wt/en) - edge_end) < 1e-3   # integrable endpoint singularity slows quadrature
assert abs(edge(q0) + 1 - edge_end) < 1e-9
sg = np.sign([edge(q) for q in np.linspace(0.05, q0, 400)])
assert np.sum(sg[1:] != sg[:-1]) == 1
qc = brentq(edge, 0.05, q0, xtol=1e-14); assert qc < q0
assert all(g*re0(q, 0.0) < 1 for q in np.linspace(0.05, 3, 300))
magnon = lambda q: brentq(lambda x: g*re0(q, x) - 1, 0.0, lower(q), xtol=1e-15)
weight = lambda q: 1/(g*g*slope0(q, magnon(q)))
assert abs(magnon(qc/2) - pole_quad(qc/2, ku, kd, Delta, g, hi=0.2, npts=200)) < 1e-9
assert abs(weight(0.03)/m - 1) < 5e-3
def continuum(q):
    return integrate(lambda x: im0(q, x)/pi/((1 - g*re0(q, x))**2 + (g*im0(q, x))**2), q)

print(f"n = {n_si:.2e} m^-3, m* = {C.m_e:.5e} kg, g = {g_si:.2e} J m^3")
print(f"a = {a:.5e} J m^2, kF = {kF:.5e} m^-1, eF = {eF:.5e} J")
print(f"g n/eF = {r:.5f} (onset {4/3:.5f}, saturation {2**(2/3):.5f})")
print(f"zeta = {zeta:.6f} (energy minimum at {zmin:.6f})")
print(f"k_up = {ku*kF:.5e} m^-1, k_dn = {kd*kF:.5e} m^-1")
print(f"n_up = {nu*kF**3:.5e}, n_dn = {nd*kF**3:.5e}, m = {m*kF**3:.5e} m^-3")
print(f"eF_up = {ku**2*eF:.5e} J, eF_dn = {kd**2*eF:.5e} J")
print(f"Delta = {Delta*eF:.5e} J = {Delta*eF/C.e:.4f} eV")
print(f"4(n_up eF_up - n_dn eF_dn)/(5 Delta) = {4*(nu*ku**2-nd*kd**2)/(5*Delta)*kF**3:.5e} m^-3")
print(f"D/a = {D:.6f} (from pole {Dq:.6f})")
print(f"D = {D*a:.5e} J m^2 = {D*a/C.e*1e21:.4f} meV nm^2")
print(f"k_up-k_dn = {q0*kF:.5e} m^-1, k_up+k_dn = {(ku+kd)*kF:.5e} m^-1")
print(f"g chi0 on edge at k_up-k_dn = {edge_end:.5f}")
print(f"q_c = {qc*kF:.5e} m^-1, energy at q_c = {lower(qc)*eF:.4e} J")
print("q (m^-1) | magnon (J) | D q^2 (J) | lower edge (J) | upper edge (J) | Z/m")
for qs in (1e9, 2e9, 3e9, 4e9):
    q = qs/kF
    print(f"{qs:.1e} | {magnon(q)*eF:.4e} | {D*q*q*eF:.4e} | {lower(q)*eF:.4e} | {upper(q)*eF:.4e} | {weight(q)/m:.5f}")
for q in (2e9/kF, (qc + q0)/2, 8e9/kF):
    zw = weight(q)/m if q < qc else 0.0; cw = continuum(q)/m
    assert abs(zw + cw - 1) < 1e-6
    print(f"sum rule q = {q*kF:.4e} m^-1: pole {zw:.6f} + continuum {cw:.6f} = {zw+cw:.6f} (units of m)")
q8 = 8e9/kF
print(f"q = 8e9 m^-1: upper edge {upper(q8)*eF:.4e} J, reverse-flip edge {-(q8*q8+2*q8*kd-Delta)*eF:.4e} J")
print(f"|gap|/Delta with gap equation = {abs(gap0)/Delta:.0e}")
print(f"splitting 1.05 Delta: gap = {gap_bad*eF:.5e} J, 0.05 Delta = {0.05*Delta*eF:.5e} J")
print(f"B = {B} T: zeta = {zB:.6f}, gap = {gapB*eF:.5e} J, g_e muB B = {h*eF:.5e} J")
print(f"saturated: g = {gs_si:.2e} J m^3, g n/eF = {rs:.5f}, k_up = {ks*kF:.5e} m^-1")
print(f"saturated: Delta = {rs*eF:.5e} J = {rs*eF/C.e:.4f} eV, eF_up = {ks**2*eF:.5e} J")
print(f"saturated: Stoner gap = {(rs-ks**2)*eF:.4e} J (scan {stoner_gap*eF:.4e} J)")
print(f"saturated: D/a = {Ds:.6f}, D = {Ds*a:.5e} J m^2 = {Ds*a/C.e*1e21:.4f} meV nm^2")
print("success")
```

Running it gives:

```
ring: L=5, U=3.0 t, h=0.37 t, lowest q=0 mode = 0.37000000 t
cubic: Delta=2.0 t, mu=-4.0 t, kT=0.5 t, m=0.10480/site, U=19.0843 t
cubic: D formula = 0.044369 t a0^2, D from pole = 0.044369 t a0^2
n = 2.00e+28 m^-3, m* = 9.10938e-31 kg, g = 3.00e-47 J m^3
a = 6.10426e-39 J m^2, kF = 8.39751e+09 m^-1, eF = 4.30461e-19 J
g n/eF = 1.39385 (onset 1.33333, saturation 1.58740)
zeta = 0.696450 (energy minimum at 0.696450)
k_up = 1.00153e+10 m^-1, k_dn = 5.64366e+09 m^-1
n_up = 1.69645e+28, n_dn = 3.03550e+27, m = 1.39290e+28 m^-3
eF_up = 6.12296e-19 J, eF_dn = 1.94426e-19 J
Delta = 4.17870e-19 J = 2.6081 eV
4(n_up eF_up - n_dn eF_dn)/(5 Delta) = 1.87563e+28 m^-3
D/a = 0.089289 (from pole 0.089289)
D = 5.45045e-40 J m^2 = 3.4019 meV nm^2
k_up-k_dn = 4.37165e+09 m^-1, k_up+k_dn = 1.56590e+10 m^-1
g chi0 on edge at k_up-k_dn = 0.97468
q_c = 4.32940e+09 m^-1, energy at q_c = 2.9217e-21 J
q (m^-1) | magnon (J) | D q^2 (J) | lower edge (J) | upper edge (J) | Z/m
1.0e+09 | 5.3532e-22 | 5.4504e-22 | 3.0170e-19 | 5.4625e-19 | 0.98007
2.0e+09 | 2.0167e-21 | 2.1802e-21 | 1.9774e-19 | 6.8683e-19 | 0.91678
3.0e+09 | 3.9882e-21 | 4.9054e-21 | 1.0599e-19 | 8.3962e-19 | 0.79478
4.0e+09 | 4.9945e-21 | 8.7207e-21 | 2.6450e-20 | 1.0046e-18 | 0.53746
sum rule q = 2.0000e+09 m^-1: pole 0.916775 + continuum 0.083225 = 1.000000 (units of m)
sum rule q = 4.3505e+09 m^-1: pole 0.000000 + continuum 1.000000 = 1.000000 (units of m)
sum rule q = 8.0000e+09 m^-1: pole 0.000000 + continuum 1.000000 = 1.000000 (units of m)
q = 8e9 m^-1: upper edge 1.7867e-18 J, reverse-flip edge -5.2401e-19 J
|gap|/Delta with gap equation = 5e-13
splitting 1.05 Delta: gap = 2.08935e-20 J, 0.05 Delta = 2.08935e-20 J
B = 10.0 T: zeta = 0.699173, gap = 1.85695e-22 J, g_e muB B = 1.85695e-22 J
saturated: g = 4.00e-47 J m^3, g n/eF = 1.85847, k_up = 1.05802e+10 m^-1
saturated: Delta = 8.00000e-19 J = 4.9932 eV, eF_up = 6.83315e-19 J
saturated: Stoner gap = 1.1669e-19 J (scan 1.1669e-19 J)
saturated: D/a = 0.316685, D = 1.93313e-39 J m^2 = 12.0657 meV nm^2
success
```
